# Why Two Trans Donors Sharing One Metal Orbital Gain Less Than Double, part 2

Two equivalent ligands stand in trans positions about a metal centre with one empty valence orbital $m$. Each brings a filled donor orbital, $l_1$ or $l_2$. The question is how far the gain with two donors falls short of twice the gain with one.

The effective one-electron Hamiltonian is $h$, and $E$ denotes an energy eigenvalue. The donor level is the zero of energy and $\Delta>0$ is the metal level. The coupling is $-\beta$ for facing lobes of equal sign; if $m$ is odd under inversion, one of the two elements is $+\beta$. An amplitude on a donor is written $c_l$.

The five assumptions of section 1 are: independent electrons; orthonormal orbitals; no direct donor coupling; no other metal orbital; and fixed geometry, with the same $\Delta$ and $\beta$ for one donor and two. Sections 10 to 14 change one feature at a time, with $\Delta$ and $\beta$ held fixed.

The gain $W_N$ for $N$ donors is the energy of the separate fragments minus that of the coupled system. With

$$
a=\sqrt{\Delta^2+4\beta^2},\qquad b=\sqrt{\Delta^2+8\beta^2},
$$

the gains are $W_1=a-\Delta$ and $W_2=b-\Delta$. For two donors, one combination of $l_1$ and $l_2$ couples to $m$ with magnitude $\sqrt2\,\beta$; the other is nonbonding and stays at zero. The deficit is

$$
D=2W_1-W_2 ,
$$

$$
D=\frac{4\beta^4}{\Delta^3}-\frac{24\beta^6}{\Delta^5}+\dots
$$

The series converges for $8\beta^2<\Delta^2$. The leading term arises because two electrons of equal spin cannot both occupy $m$.

Section 10 added a direct donor coupling, which puts the coupled combination at energy $\tau$ and the other at $-\tau$. A positive $\tau$ reduces the deficit, which vanishes at

$$
\tau=\frac{W_1}{2}.
$$

For an even metal orbital, a through-space $\tau$ is expected to be negative.

The example has $\Delta=6.00$ eV and $\beta=1.50$ eV, giving $W_1=0.708$ eV, $W_2=1.348$ eV and $D=0.068$ eV.

### 11. A second metal orbital

A metal with an empty $d_{z^2}$ orbital also has a $p_z$ orbital, usually higher. Let the even orbital $d$ have level $\Delta_d$ and coupling magnitude $\beta_d$, and the odd orbital $p$ have $\Delta_p$ and $\beta_p$. Define

$$
A_i=\frac{\beta_i^2}{\Delta_i},\qquad B_i=\frac{\beta_i^2}{\Delta_i^2},\qquad i=d,p .
$$

A single donor destroys the inversion symmetry and couples to both orbitals. The row for metal orbital $i$ gives $c_i=\beta_ic_l/(\Delta_i-E)$. Inserting this in the donor row, $Ec_l=-\sum_i\beta_ic_i$, gives

$$
E=-\sum_i\frac{\beta_i^2}{\Delta_i-E}.
$$

With $1/(\Delta_i-E)\approx1/\Delta_i+E/\Delta_i^2$ and the first estimate $E\approx-(A_d+A_p)$, this becomes

$$
E\approx-(A_d+A_p)+(A_d+A_p)(B_d+B_p).
$$

Two electrons therefore give

$$
W_1\approx2(A_d+A_p)-2(A_d+A_p)(B_d+B_p).
$$

With two donors the symmetry is restored. The even combination couples to $d$ and the odd one to $p$, each with its squared coupling doubled. Both combinations now bond, and

$$
W_2\approx4(A_d+A_p)-8(A_dB_d+A_pB_p).
$$

In $2W_1-W_2$ the second-order terms cancel. What remains is

$$
D\approx4(A_dB_d+A_pB_p-A_dB_p-A_pB_d),
$$

which factorises:

$$
D\approx4\,(A_d-A_p)(B_d-B_p).
$$

The order is still the fourth, but the sign is no longer fixed. Since $B_i=A_i/\Delta_i$, the deficit is negative for $\Delta_p>\Delta_d$ when

$$
1<\frac{A_p}{A_d}<\frac{\Delta_p}{\Delta_d}.
$$

Two donors then gain more than twice the single gain. A case with $\Delta_d=1$, $\Delta_p=2$, $\beta_d=0.010$ and $\beta_p=0.016$, in common energy units, satisfies the condition: $A_p/A_d=1.28$. Diagonalisation confirms the negative sign.

When the two orbitals have equal levels and equal couplings, the deficit vanishes at any coupling strength. The hybrids $(d+p)/\sqrt2$ and $(d-p)/\sqrt2$ then have equal energies and do not mix. Donor 1 has couplings $-\beta,-\beta$ to $d,p$ and reaches the first hybrid alone. Donor 2 has $-\beta,+\beta$ and reaches the second alone. Each donor has a private acceptor, and nothing is shared. With both levels at 6 eV and both couplings 1.5 eV, the computed deficit is zero to the six decimals printed.

For the example, put the $p$ orbital at 12 eV with a coupling of 1.5 eV. The deficit falls from 0.068 to 0.022 eV. For this coupling the sign survives, but two thirds of the effect is gone. With the same $p$ level and a coupling between about 2.1 and 2.9 eV, the deficit is slightly negative, down to about $-0.006$ eV.

### 12. Overlap between metal and donors

Now let each donor overlap the metal orbital by $S>0$, while the donors remain orthogonal to each other. The element $\langle m|h|l\rangle=-\beta$ is still measured with the donor level as zero. This matters because, with overlap, shifting the zero of energy changes off-diagonal elements.

For $N$ donors, $N=1$ or 2, the coupled combination has matrix element $-\sqrt N\beta$ and overlap $\sqrt N S$ with $m$. The off-diagonal element of $h-E$ times the overlap matrix is $-\sqrt N(\beta+ES)$, so

$$
E(E-\Delta)=N(\beta+ES)^2 .
$$

Treat $S$ as being of the same order as $\beta/\Delta$, and write $E=-N\beta^2/\Delta+e$, where $e$ is of fourth order. The fourth-order terms on the two sides are

$$
\frac{N^2\beta^4}{\Delta^2}-\Delta e=-\frac{2N^2\beta^3S}{\Delta}.
$$

On the left, the first term comes from $E^2$. The right side comes from $2N\beta SE$. Solving for $e$,

$$
e=N^2\left(\frac{\beta^4}{\Delta^3}+\frac{2\beta^3S}{\Delta^2}\right).
$$

The gain is $W_N=2N\beta^2/\Delta-2e$. The part linear in $N$ cancels in $2W_1-W_2$, and the part in $N^2$ enters with the factor $-4+8=4$:

$$
D\approx\frac{4\beta^4}{\Delta^3}+\frac{8\beta^3S}{\Delta^2}.
$$

Overlap increases the leading deficit. Because $E$ is negative, overlap reduces the effective coupling $\beta+ES$. The reduction is proportional to $N$ through $E\approx-N\beta^2/\Delta$, and the prefactor $N$ of the squared coupling supplies a second factor, so the loss grows as $N^2$. For $S=0.10$ the full solution of the example gives $D=0.108$ eV, about 1.6 times the value without overlap.

### 13. Repulsion in the metal orbital

Let two electrons in $m$ repel each other by $U\ge0$. The energy of moving the first electron from a donor to the metal is still $\Delta$; moving two costs $2\Delta+U$. Other repulsions are left out.

For one donor the relevant singlet states are: both electrons on the donor, one on each centre, and both on the metal. Neighbouring states couple with magnitude $\sqrt2\,\beta$, because either spin can move. Write $w=2\beta^2$ for the squared coupling. Eliminating the last two amplitudes gives

$$
E=\frac{w}{E-\Delta-\dfrac{w}{E-2\Delta-U}} .
$$

To leading order the inner fraction is $-w/(2\Delta+U)$. Replacing the outer $E$ in the denominator by $-w/\Delta$ and expanding,

$$
E\approx-\frac w\Delta+\frac{w^2}{\Delta^3}-\frac{w^2}{\Delta^2(2\Delta+U)}
=-\frac w\Delta+\frac{w^2(\Delta+U)}{\Delta^3(2\Delta+U)} .
$$

For two donors the nonbonding combination stays filled and does not enter, since the repulsion acts in $m$ alone. The coupled pair obeys the same equation with $w=4\beta^2$. The fourth-order losses are therefore proportional to $4\beta^4$ for one donor and $16\beta^4$ for two. The second-order gains cancel, and the factor is $16-2\cdot4=8$:

$$
D\approx\frac{8\beta^4(\Delta+U)}{\Delta^3(2\Delta+U)} .
$$

At $U=0$ this returns $4\beta^4/\Delta^3$. As $U$ grows it rises towards $8\beta^4/\Delta^3$. Repulsion adds a second obstacle: besides two electrons of equal spin, two of opposite spin now also hinder each other in the metal orbital. At leading order this can at most double the deficit. The rise is a weak-coupling result: once $\beta$ exceeds about $0.54\,\Delta$, a small repulsion lowers the deficit instead, and at $\beta=0.8\,\Delta$ or $\beta=\Delta$ even a repulsion of $50\,\Delta$ lowers it.

With $U=3$ eV, diagonalisation over all electron configurations gives $D=0.075$ eV for the example, a rise of about 10 percent.

### 14. Donors already present around the equator

In a six-coordinate complex, four further ligands lie in the plane perpendicular to the trans axis. The angular factor of $d_{z^2}$, $(3\cos^2\theta-1)/2$, is 1 on the axis and $-1/2$ in the plane. Equatorial donors of the same kind therefore couple with magnitude $\beta/2$, and the four together contribute $4(\beta/2)^2=\beta^2$ to the squared coupling.

Let all donors have the same level. With no, one and two axial donors, the total squared coupling is $\beta^2$, $2\beta^2$ and $3\beta^2$. Define

$$
F(N)=\sqrt{\Delta^2+4N\beta^2}-\Delta\approx\frac{2N\beta^2}{\Delta}-\frac{2N^2\beta^4}{\Delta^3}.
$$

The axial gains are $F(2)-F(1)$ and $F(3)-F(1)$, so

$$
D=2F(2)-F(1)-F(3).
$$

The linear terms cancel, $4-1-3=0$. The quadratic ones give $-2(8-1-9)=4$, so the leading deficit is again $4\beta^4/\Delta^3$. Higher orders reduce it: for the example, the full value is 0.051 eV instead of 0.068 eV.

### 15. Bond lengths and temperature

The comparison so far holds the coupling fixed. If the bonds are slightly longer in the complex with two donors, $\beta$ is smaller there. A fall of 2 percent lowers $W_2$ by 0.049 eV, which is 72 percent of $D$. This is the change in the orbital part alone. When the geometry relaxes to its minimum, other energy terms compensate for the loss. A difference between measured bond energies therefore cannot be assigned to orbital sharing unless the geometry change has been separated out.

At 400 K, $k_BT$ is 0.034 eV and $D$ is 2.0 times as large. If all else were equal, including entropies and statistical factors, a deficit of this size would make the equilibrium constant for adding the second donor smaller than that for the first by a factor of about $e^{2.0}\approx7$.

### 16. The example beside a real precursor

Titanium tetrachloride is used as a precursor for titanium nitride films, and it forms adducts with nitrogen donors. Its titanium(IV) centre has empty $d$ orbitals. The chosen gap of several electronvolts and coupling of one to two electronvolts are illustrative values for two such donors in trans positions, an arrangement that a given adduct need not adopt. They, the overlap of 0.10 and the $p$ level and coupling of section 11 were not computed for or fitted to a particular adduct. The real centre breaks several assumptions at once. At fixed coupling, the metal $p$ orbital of section 11 lowers $D$ from 0.068 to 0.022 eV, while an overlap of 0.10 raises it to 0.108 eV. A coupling that is 2 percent smaller in the two-donor complex alone would raise it to 0.117 eV. With the $p$ orbital and an overlap of 0.10 for both metal orbitals, the result is 0.027 eV. The fixed frame is a further idealisation: free titanium tetrachloride is tetrahedral and must rearrange to accept two trans donors. That energy is not part of $W_1$ or $W_2$, and its effect on the successive bond energies is not estimated here.

The cases just listed span 0.022 to 0.117 eV, roughly 2 to 11 kJ/mol, but this span is not a bound. The $p$ orbital together with the four equatorial donors of section 14 gives 0.012 eV. An overlap of 0.10 together with the 2 percent smaller coupling gives 0.152 eV. A larger overlap alone gives about 0.14 eV for $S=0.2$ and 0.16 eV for $S=0.3$. An additional even metal orbital, such as an $s$ orbital at 9 eV with a coupling of 1.5 eV, gives 0.145 eV. Varying $\beta$ from 1 to 2 eV in the basic model moves $D$ from 0.016 to 0.176 eV. The cases quoted therefore reach up to about two tenths of an electronvolt, with no positive lower limit, since the deficit passes continuously through zero at the edges of the window of section 11; a $p$ coupling of 2.0 eV at 12 eV gives only 0.002 eV. The model is not a prediction for a titanium tetrachloride adduct. Its positive sign is assured under the five assumptions of section 1. Outside them, it can be removed or reversed by a $p$ orbital whose coupling lies in the window of section 11 (its edges shift with the coupling strength and the other ligands; for the $p$ level at 12 eV they move from about 2.1 and 2.9 eV to about 1.9 and 2.7 eV when the equatorial donors are added), or by a sufficiently positive direct coupling $\tau$, which is not the sign expected through space for $d_{z^2}$. The window narrows as the $p$ level approaches the $d$ level, and a $p$ coupling above the window makes the deficit positive again. Most of the values quoted in these notes are collected in the numerical output that follows; the others follow from them by simple arithmetic or from the stated parameters by diagonalising the same small matrices.

## Computed results

```
Metal level above donors Delta: 6.00 eV
Coupling beta: 1.50 eV
Root a: 6.7082 eV
Root b: 7.3485 eV
One-donor gain W1: 0.7082 eV = 68.33 kJ/mol
Twice W1: 1.4164 eV
Two-donor gain W2: 1.3485 eV = 130.11 kJ/mol
Gain added by second donor: 0.6403 eV
Deficit D: 0.0679 eV = 6.56 kJ/mol
Ratio W2/(2 W1): 0.9520
Second-order W1: 0.7500 eV
Second-order W2: 1.5000 eV
Deficit, fourth order: 0.0938 eV
Deficit, through sixth order: 0.0586 eV
Series limit for beta: 2.1213 eV
Metal population, one donor: 0.1056 electrons
Metal population, two donors: 0.1835 electrons
Measured order of deficit: 4.000000
Measured fourth-order coefficient: 4.000000
Measured sixth-order coefficient: -24.00000
beta 0.5 eV: D 0.00111 eV, fourth order 0.00116 eV
beta 1.0 eV: D 0.01586 eV, fourth order 0.01852 eV
beta 1.5 eV: D 0.06794 eV, fourth order 0.09375 eV
beta 2.0 eV: D 0.17599 eV, fourth order 0.29630 eV
D with two equal acceptors: 0.000000 eV
Direct coupling tau that cancels D: 0.3541 eV
D with tau -0.05 eV: 0.0771 eV
D with tau +0.05 eV: 0.0587 eV
D with overlap 0.10: 0.1083 eV
D with repulsion U 3.0 eV: 0.0749 eV
Metal p level: 12.0 eV, coupling 1.5 eV
D with metal p orbital: 0.0216 eV
D with p orbital and overlap 0.10 for both: 0.0270 eV
D with four equatorial donors: 0.0515 eV
Loss of W2 if beta falls by 2 percent: 0.0487 eV
Thermal energy kT at 400 K: 0.0345 eV
D divided by kT at 400 K: 1.97
```
